# A Hermitian, second-order grid scheme for quantum wells with variable mass

## A box with one mass

Consider a particle of constant mass $m$ between hard walls a distance $\ell$ apart. Put nodes at $z_i=ih$, with the walls at $i=0$ and $i=M$, so that $\ell=Mh$. Replacing the second derivative by the central difference gives

$$-\frac{\hbar^2}{2mh^2}(\psi_{i+1}-2\psi_i+\psi_{i-1})=E_h\psi_i .$$

The vector $\psi_i=\sin(kz_i)$, with $k=n\pi/\ell$, vanishes at both walls. Since $\sin k(z+h)+\sin k(z-h)=2\sin kz\cos kh$, it solves the equation with

$$E_h=\frac{\hbar^2}{mh^2}(1-\cos kh)=\frac{\hbar^2k^2}{2m}\left(1-\frac{k^2h^2}{12}+\dots\right)=E-\frac{mE^2}{6\hbar^2}h^2+\dots,$$

where $k^2=2mE/\hbar^2$ was used in the last step. The error is of second order, and the matrix is symmetric because every off-diagonal element equals $-\hbar^2/(2mh^2)$. We want to keep both properties when the mass changes from layer to layer.

## What the product rule does to a mass step

For electrons in a layered semiconductor we use the one-band effective-mass model

$$H=-\frac{\hbar^2}{2}\frac{d}{dz}\,w(z)\frac{d}{dz}+V(z),\qquad w=\frac1m ,$$

at zero in-plane momentum. At an interface $\psi$ and the flux $F=w\psi'$ are continuous, so $\psi'$ itself jumps.

The naive route expands the derivative as $w\psi''+w'\psi'$ and uses central differences for each factor. With $t=\hbar^2/2h^2$, two mirror elements of the matrix are

$$A_{i,i+1}=-t\left[w_i+\tfrac14(w_{i+1}-w_{i-1})\right],\qquad
A_{i+1,i}=-t\left[w_{i+1}-\tfrac14(w_{i+2}-w_i)\right].$$

Their difference is a third difference of the inverse mass:

$$A_{i,i+1}-A_{i+1,i}=-\frac t4\,(w_{i+2}-3w_{i+1}+3w_i-w_{i-1}).$$

For smooth $w$ this is $O(h^3)/h^2=O(h)$. At a step it grows as $1/h^2$. If $w$ takes its mean value at the interface node, the relevant values are $w_L,w_L,\tfrac12(w_L+w_R),w_R,w_R$, and the largest third difference is $\tfrac12|w_R-w_L|$. The asymmetry is then $t|w_R-w_L|/8$.

Take masses 0.067 and 0.092 free-electron masses and $h=0.25$ nm. Then $tw$ is 9.0985 eV in the well and 6.6261 eV in the barrier, so the asymmetry is $(9.0985-6.6261)/8=0.309$ eV. The expansion has differentiated a discontinuous function, and the matrix is not Hermitian in the ordinary inner product. The size of the asymmetry is not the size of the level error. Here mirror elements have the same sign, so a diagonal rescaling makes the matrix symmetric and its eigenvalues are real; for the well treated below, the lowest level at $h=0.25$ nm is off by about 0.25 meV. What is lost is the order and the exact matching condition. The error falls only linearly in $h$, and the three rows at a step pass on a slope ratio of 1.3756 instead of $0.092/0.067=1.3731$, so the lowest level tends to a limit about 0.03 meV too low.

## Differencing the flux instead

The continuous quantity is the flux, so we integrate $H\psi=E\psi$ over the cell from $z_i-h/2$ to $z_i+h/2$, without expanding anything:

$$-\frac{\hbar^2}{2}\left[F(z_i+\tfrac h2)-F(z_i-\tfrac h2)\right]+\int_{\rm cell}V\psi\,dz=E\int_{\rm cell}\psi\,dz .$$

Approximate $F(z_i+h/2)$ by $w_{i+1/2}(\psi_{i+1}-\psi_i)/h$, replace $\psi$ by $\psi_i$ in the integrals, and divide by $h$:

$$(H_h\psi)_i=-\frac{\hbar^2}{2h^2}\left[w_{i+1/2}(\psi_{i+1}-\psi_i)-w_{i-1/2}(\psi_i-\psi_{i-1})\right]+V_i\psi_i .$$

If an interface lies on node $i$, every half-point lies inside one layer and its mass is unambiguous. The potential is not: half of the cell lies on each side, so the integral gives

$$V_i=\tfrac12(V_L+V_R).$$

This mean is part of the scheme. Placing interfaces on nodes does not secure second order without it.

The matrix is tridiagonal, with diagonal $t(w_{i-1/2}+w_{i+1/2})+V_i$. Both elements linking $i$ and $i+1$ equal $-tw_{i+1/2}$, because both nodes use the same half-point. To see Hermiticity without indices of a matrix, take complex vectors $u,v$ that vanish at the walls and define $\langle u,v\rangle=h\sum_i u_i^*v_i$. Shifting the index in the second flux term gives

$$-\sum_i u_i^*\left[w_{i+1/2}(v_{i+1}-v_i)-w_{i-1/2}(v_i-v_{i-1})\right]
=\sum_i w_{i+1/2}(u_{i+1}-u_i)^*(v_{i+1}-v_i).$$

The right side becomes its complex conjugate when $u$ and $v$ are exchanged. Hence $\langle u,H_hv\rangle=\langle H_hu,v\rangle$ for any real $w_{i+1/2}$ and $V_i$; for positive masses the kinetic part is also non-negative. This part of the result needs no alignment.

Hermiticity has a local meaning too. Inserting $i\hbar\dot\psi=H_h\psi$ into $d|\psi_i|^2/dt=(2/\hbar)\,\mathrm{Im}(\psi_i^*H_h\psi_i)$ gives

$$\frac{d|\psi_i|^2}{dt}=-\frac{J_{i+1/2}-J_{i-1/2}}{h},\qquad
J_{i+1/2}=\frac{\hbar}{h}w_{i+1/2}\,\mathrm{Im}(\psi_i^*\psi_{i+1}).$$

What leaves one cell enters the next.

## How wrong is the exact wavefunction on the grid?

From here $m$ and $V$ are constant in each layer, and all interfaces and walls lie on nodes. Let $\psi$ be a real eigenfunction with $\int\psi^2dz=1$. Sample it on the grid and define the residual $r=H_h\psi-E\psi$.

Inside a layer, $\psi''=-(2m/\hbar^2)(E-V)\psi$, so $\psi''''=(2m/\hbar^2)^2(E-V)^2\psi$. The central difference equals $\psi''+h^2\psi''''/12+O(h^4)$, hence

$$r_i=-\frac{\hbar^2}{2m}\frac{h^2}{12}\psi''''+O(h^4)=-\frac{mh^2}{6\hbar^2}(E-V)^2\psi_i+O(h^4).$$

At an interface node, labelled 0, use a separate Taylor series on each side:

$$w_R(\psi_1-\psi_0)=hF+\tfrac{h^2}{2}w_R\psi''_R+\tfrac{h^3}{6}w_R\psi'''_R+O(h^4),$$
$$w_L(\psi_0-\psi_{-1})=hF-\tfrac{h^2}{2}w_L\psi''_L+\tfrac{h^3}{6}w_L\psi'''_L+O(h^4).$$

On subtraction the common flux cancels. By the Schrödinger equation, $-(\hbar^2/2)w\psi''=(E-V)\psi$ on each side, so the $h^2$ terms contribute $\tfrac12[(E-V_R)+(E-V_L)]\psi_0$ to $H_h\psi$. With the mean potential this cancels $(V_0-E)\psi_0$. For the third derivatives, $-(\hbar^2/2)w\psi'''=(E-V)\psi'$, which leaves

$$r_0=\frac h6\,[(E-V)\psi']_{\rm jump}+O(h^2),$$

where a jump means the right value minus the left value. The residual is only first order here, but there are few such nodes. Its squared norm is $\|r\|^2=h\sum r_i^2=O(h^4)+h\,O(h^2)=O(h^3)$.

Expand $\psi$ in the orthonormal eigenvectors of $H_h$, with coefficients $c_j$. Then $\|r\|^2=\sum_j(E_{h,j}-E)^2c_j^2$, so some discrete level lies within $\|r\|/\|\psi\|=O(h^{3/2})$ of $E$. This leaves two questions: could there be extra discrete levels, and is the error really $h^2$?

## Excluding extra levels

Choose the energy zero so that $V\ge0$. Join the node values of a real vector $u$ by straight lines. In each cell $u'=\Delta u/h$, where $\Delta u$ is the difference of the end values, so the continuum kinetic energy equals the discrete one. For the norm, with end values $p$ and $q$,

$$\int_{\rm cell}u^2dz=\frac h3(p^2+pq+q^2)=\frac h2(p^2+q^2)-\frac h6(p-q)^2 .$$

Summed over cells, the first term is the discrete norm $N_h$, so the continuum norm is $N_h-(h^2/6)\int u'^2dz$. The same identity, weighted with $V$, shows that the continuum energy form does not exceed the discrete form $a_h=\langle u,H_hu\rangle$; the mean $V_i$ distributes the potential between adjoining cells as required.

Take $u$ from the span of the lowest $k$ discrete eigenvectors, so $a_h\le E_{h,k}N_h$. Since the kinetic energy is at most $a_h$, $\int u'^2dz\le(2m_{\max}/\hbar^2)E_{h,k}N_h$. With $c=m_{\max}h^2/3\hbar^2$, the min-max principle gives

$$E_k\le\frac{E_{h,k}}{1-cE_{h,k}}\quad\Longrightarrow\quad E_{h,k}\ge\frac{E_k}{1+cE_k},$$

for $cE_{h,k}<1$. If $cE_{h,k}\ge1$, the second inequality still holds, because its right side is below $1/c$.

The continuum levels are simple: two solutions at the same energy that vanish at one wall differ only by a factor. Pick an energy $b$ between $E_k$ and $E_{k+1}$. For small $h$ the bound puts $E_{h,k+1}$ above $b$, leaving at most $k$ discrete levels below it. The residual estimate supplies one near each of $E_1,\dots,E_k$. There is therefore exactly one near each.

## The coefficient of the error

Write $\psi=u+\eta$, where $u$ is the part of $\psi$ along the matching discrete eigenvector and $\eta$ is orthogonal to it. If $g$ is the distance from $E$ to the other discrete levels, the expansion of $r$ gives $\|\eta\|\le\|r\|/g$. Symmetry now yields

$$(E_h-E)\langle u,\psi\rangle=\langle u,(H_h-E)\psi\rangle=\langle u,r\rangle=\langle\psi,r\rangle-\langle\eta,r\rangle .$$

The last term is at most $\|r\|^2/g=O(h^3)$. Also $\langle u,\psi\rangle=\|\psi\|^2-\|\eta\|^2=1+O(h^2)$, since the trapezoidal rule sees kinks of $\psi^2$ only at nodes. In $\langle\psi,r\rangle$ the layer residuals add up to an integral, while each interface residual gains one factor $h$ from the inner product. Thus

$$E_h-E=Ch^2+O(h^3),$$
$$C=-\frac{1}{6\hbar^2}\int m(E-V)^2\psi^2dz+\frac16\sum_{\rm interfaces}\psi\,[(E-V)\psi']_{\rm jump}.$$

Without interfaces and with $V=0$, this is the box result $-mE^2/6\hbar^2$.

## A 9 nm well

Let the well occupy $|z|<a=4.5$ nm with $V=0$ and $m_w=0.067\,m_0$, where $m_0$ is the free-electron mass. Outside, $V_b=0.24$ eV and $m_b=0.092\,m_0$, with walls at $\pm L=\pm18$ nm. Because $L=4a$, any step $h=a/n$ aligns everything. At the interface node for $h=0.25$ nm the diagonal element is $9.099+6.626+0.120=15.845$ eV.

The continuum matching equation gives $E_1=35.154$ meV and $E_2=136.924$ meV. The grid errors relative to these values are:

| $h$ (nm) | error of $E_1$ (meV) | error of $E_2$ (meV) |
|---|---|---|
| 0.5 | 0.2673 | 0.1438 |
| 0.25 | 0.0677 | 0.0365 |
| 0.125 | 0.0170 | 0.0092 |
| 0.0625 | 0.0043 | 0.0023 |

Halving the finest-but-one step gives observed orders 1.9988 and 1.9986.

The errors are positive, opposite to those of the box, and the formula for $C$ shows why. For $E_1$ the barrier decay constant is $\kappa=\sqrt{2m_b(V_b-E_1)}/\hbar=0.703$ nm$^{-1}$, and the density at each interface is $\psi_a^2=0.03003$ nm$^{-1}$. At the right interface $\psi\psi'=-\kappa\psi_a^2=-0.02112$ nm$^{-2}$ on the barrier side; the distant wall is negligible here. Flux continuity multiplies this by $m_w/m_b$ on the well side, giving $-0.01538$ nm$^{-2}$. The two equal interfaces contribute

$$\tfrac26\left[(-0.20485)(-0.02112)-(0.03515)(-0.01538)\right]\ {\rm eV\,nm^{-2}}=1.622\ {\rm meV\,nm^{-2}} .$$

The layers contribute $-0.534$, so $C=1.088$ meV/nm². At $h=0.25$ nm this predicts 0.068 meV, as found. For $E_2$ the parts are $-2.631$ and $3.218$ meV/nm². Both are larger in size, but they cancel more completely, leaving $0.587$. The more rapidly varying state has the smaller error in this well because of that cancellation. The values of $C$ extracted from the matrix agree with the formula to the digits given.

The lower bound can be examined where errors are negative. At $h=0.5$ nm, 28 of the lowest 30 box levels lie below reference values extrapolated from the two finest grids. All 30 remain above the bound. The smallest margin, 1.1% of the bound, belongs to $E_1$, whose error is positive.

## Why one extrapolation gains two orders

For this well the discrete problem can be solved layer by layer. At an interface node, continue the left-layer recurrence one node to the right, giving $\psi^L_1$, and the right-layer recurrence one node to the left, giving $\psi^R_{-1}$. These auxiliary values satisfy

$$-tw_L(\psi^L_1-2\psi_0+\psi_{-1})=(E_h-V_L)\psi_0,$$
$$-tw_R(\psi_1-2\psi_0+\psi^R_{-1})=(E_h-V_R)\psi_0 .$$

Subtract half their sum from the true interface equation. The right sides cancel because $V_0$ is the mean, and the left side leaves equality of centred fluxes:

$$w_R\frac{\psi_1-\psi^R_{-1}}{2h}=w_L\frac{\psi^L_1-\psi_{-1}}{2h}.$$

An even state is proportional to $\cos qz$ in the well and $\sinh p(L-z)$ in the right barrier. Here $\sin(qh/2)=kh/2$ and $\sinh(ph/2)=\kappa h/2$, with $k$ and $\kappa$ the continuum wave number and decay constant at energy $E_h$. Dividing the flux condition by continuity of $\psi$ gives

$$\frac{\sin qh}{m_wh}\tan qa=\frac{\sinh ph}{m_bh}\coth p(L-a).$$

For odd states replace $\tan qa$ by $-\cot qa$. As $h\to0$ this becomes the continuum equation. On the branches of the two bound levels its left side rises with energy and its right side falls, so the crossing is transverse. Everything is even in $h$; the level therefore has an expansion in powers of $h^2$, and $(4E_{h/2}-E_h)/3$ has error $O(h^4)$.

For $E_1$ from the two coarsest grids, $(4\times35.22212-35.42168)/3=35.15560$ meV, an error of 0.0012 meV. The next pair leaves $7.6\times10^{-5}$ meV, an observed order of 3.97.

## Two ways to lose the second order

Suppose the interface node receives $V_0+\delta V$, where $V_0$ is the mean. The same elimination now gives a flux jump, right minus left, of $(2/\hbar^2)h\,\delta V\psi_0$. To leading order this is the matching condition for a delta potential of area $h\,\delta V$, which shifts the level by $h\,\delta V\psi_a^2$. Using the barrier value at both interfaces means $\delta V=V_b/2$ twice:

$$E_h-E=hV_b\psi_a^2+O(h^2).$$

For $E_1$ the slope is $0.24\ {\rm eV}\times0.03003\ {\rm nm^{-1}}=7.21$ meV/nm. At $h=0.0625$ nm the actual error is 0.449 meV, about a hundred times that with the mean. Using the well value reverses the sign of the linear term.

Now let the interface lie off the grid, $a=(n+\theta)h$ with $0<\theta<\tfrac12$, and sample $m$ and $V$ at points. The half-point after node $n$ is in the barrier, while node $n$ itself is in the well. The matrix is that of an aligned well of half-width $a-\theta h$ with $\delta V=-V_b/2$, so

$$E_h-E=h\left[-\theta\frac{dE}{da}-V_b\psi_a^2\right]+O(h^2).$$

With $dE_1/da=-11.07$ meV/nm and $\theta=0.25$, the bracket is $2.77-7.21=-4.44$ meV/nm. The matrix gives the same slope. For $\theta>\tfrac12$ the effective interface is node $n+1$ and carries the barrier value, so the bracket becomes $(1-\theta)dE/da+V_b\psi_a^2$. For $E_1$ it changes from $-1.67$ to $+1.67$ meV/nm as $\theta$ crosses one half. Refining a grid without controlling $\theta$ can therefore make the error jump in sign as well as shrink.

A remedy follows from $\psi_{i+1}-\psi_i=\int mF\,dz$. With $F$ nearly constant over the interval, the appropriate inverse mass is one over the mean mass. Likewise, average $V$ over each node's cell. On an aligned grid this reproduces the scheme above. For $E_1$ at $\theta=0.25$, the fitted linear slope falls from $-4.44$ to $-0.0006$ meV/nm. This supports the rule for that fraction; the convergence proof given here covers only aligned interfaces.

## When the grid is good enough

The masses and barrier are rough values for GaAs wells between Al$_{0.3}$Ga$_{0.7}$As barriers. The well mass 0.067 is the low-temperature value; the room-temperature value, near 0.063, would raise $E_1$ by about 1 meV and $E_2$ by about 4 meV. For this well, with aligned interfaces, an $E_1$ error below 0.1 meV needs $h\lesssim\sqrt{0.1/1.088}=0.30$ nm. Real layers depart from the model by more. Making the well 0.283 nm wider, roughly one monolayer, moves $E_1$ by $-1.5$ meV. Nonparabolicity, estimated with $m_w(1+E/1.42\,{\rm eV})$ and $m_b[1+(E-V_b)/1.80\,{\rm eV}]$, moves $E_2$ by about $-5$ meV but $E_1$ by $+0.6$ meV. The heavier well mass lowers a level and the lighter barrier mass raises it; for $E_1$ the second effect wins. At 300 K, an in-plane energy $k_BT=25.9$ meV effectively lowers the barrier and shifts $E_1$ by a further $-0.3$ meV. A carrier density of $10^{11}$ cm$^{-2}$ spread evenly over the well would bend its potential by about 1.6 meV.

A field of 0.05 MV/cm shifts $E_1$ by $-1.3$ meV and turns the bound state into a slowly leaking one. With an exit barrier $\phi=184$ meV, the triangular-barrier exponent $4\sqrt{2m_b}\,\phi^{3/2}/(3\hbar eF_{\rm el})$, where $F_{\rm el}$ is the field, is 32.6. Tunnelling escape is thus strongly suppressed for this state. At 300 K thermal emission over the barrier, with exponent $\phi/k_BT\approx7.1$, is far faster and lies outside this model. The artificial walls also matter little: compared with walls at $\pm40$ nm, they shift $E_2$ by $10^{-4}$ meV. Below $h=0.25$ nm, where the aligned-grid errors are under 0.07 meV, a better prediction for this well must come from the layer data and the band model. The numerical output below lists the values in full.

## Numbers as computed

```
hbar^2/m0 = 0.076200 eV nm^2
masses well, barrier = 0.067, 0.092 m0; barrier = 0.24 eV
well width = 9.0 nm; walls at +-18.0 nm
relative Hermiticity defect, random masses = 1.0e-15
product-rule matrix, max |A-A^T| at h=0.25 nm = 0.309 eV
h=0.25 nm off-diagonal, well = -9.0985 eV
h=0.25 nm off-diagonal, barrier = -6.6261 eV
h=0.25 nm diagonal, last well node = 18.1969 eV
h=0.25 nm diagonal, interface node = 15.8445 eV
h=0.25 nm diagonal, first barrier node = 13.4921 eV
matching-equation levels E1, E2 = 35.154407, 136.923656 meV
h=0.5 nm: E1, E2 = 35.421683, 137.067485 meV
  errors = 0.267276, 0.143829 meV
h=0.25 nm: E1, E2 = 35.222123, 136.960159 meV
  errors = 0.067717, 0.036503 meV
h=0.125 nm: E1, E2 = 35.171393, 136.932816 meV
  errors = 0.016986, 0.009160 meV
h=0.0625 nm: E1, E2 = 35.158657, 136.925948 meV
  errors = 0.004250, 0.002292 meV
order 0.5 -> 0.25 nm: E1 1.9807, E2 1.9783
order 0.25 -> 0.125 nm: E1 1.9951, E2 1.9946
order 0.125 -> 0.0625 nm: E1 1.9988, E2 1.9986
E1: edge density = 0.03003 /nm, barrier probability = 0.0427
  C layer part, interface part = -0.5339, 1.6222 meV/nm^2
  C formula, C from matrix = 1.08835, 1.08835 meV/nm^2
E2: edge density = 0.09542 /nm, barrier probability = 0.1912
  C layer part, interface part = -2.6309, 3.2179 meV/nm^2
  C formula, C from matrix = 0.58699, 0.58699 meV/nm^2
Richardson error (0.5,0.25 nm) E1, E2 = 1.20e-03, 7.28e-04 meV
Richardson error (0.25,0.125 nm) E1, E2 = 7.62e-05, 4.59e-05 meV
Richardson orders E1, E2 = 3.973, 3.988
levels below reference at h=0.5 nm = 28 of 30; min E_h/bound = 1.01117
barrier value at interface nodes, E1 error at h=0.0625 nm = 0.4492 meV
  slope matrix, predicted = 7.2070, 7.2065 meV/nm
dE1/da = -11.0701 meV/nm; off-grid fraction = 0.25
  sampled slope matrix, predicted = -4.4394, -4.4390 meV/nm
  averaged rule, slope = -5.5e-04 meV/nm
rough gaps well, barrier = 1.42, 1.8 eV
nonparabolic shift E1, E2 = 0.62, -5.05 meV
well wider by 0.283 nm: E1 shift = -1.52 meV
kT at 300 K = 25.85 meV; E2-E1 = 101.77 meV
in-plane energy kT: extra E1 shift = -0.30 meV
field 0.05 MV/cm: E1 shift = -1.33 meV
  exit barrier = 183.7 meV; tunnelling exponent = 32.6
sheet density 1e+11 /cm2, eps_r 12.9: bending = 1.58 meV
outer-wall shift E1, E2 = 2.0e-07, 1.1e-04 meV
```
